# Phonon-assisted absorption onset: indirect excitons versus uncorrelated electron-hole pairs

## A ratio that changes with distance from the onset

In a model indirect semiconductor with a constant transition amplitude, absorption accompanied by phonon emission is 0.455 cm⁻¹ at 10 meV above its lowest exciton onset. If the attraction between electron and hole is switched off, the same process gives 0.0059 cm⁻¹ at 10 meV above the resulting pair onset, smaller by a factor of 77. At 2.5 meV above the respective onsets the factor is 612. Reducing the distance by four has raised the ratio by eight, which is $4^{3/2}$. This power is the difference between an onset exponent of 1/2 for the exciton and 2 for free pairs.

## Model and result

The valence maximum lies at $\Gamma$ and the conduction minimum at another point, X, separated in energy by the gap $E_g$. Both edges are parabolic and isotropic, with masses $m_e$ and $m_h$. Define $M=m_e+m_h$ and $\mu=m_em_h/M$. The valence band is initially full and the conduction band empty. One phonon branch of constant energy $\hbar\Omega$ supplies the missing momentum. The label $s=+1$ denotes phonon emission and $s=-1$ phonon absorption; the corresponding occupation factor is

$$n_s=N+\tfrac12+\tfrac s2,\qquad N=\frac{1}{e^{\hbar\Omega/k_BT}-1}.$$

The absorption coefficient of each branch is

$$\alpha_s=\frac{\pi e^2}{n_r\varepsilon_0cm_0^2\omega}\,g|Q|^2n_sJ, \tag{1}$$

where $n_r$ is the refractive index, $g$ the spin and valley factor, and $Q$ the two-step amplitude defined below. For the lowest exciton band, with binding energy $R$ and relative wavefunction $\phi_1$,

$$J_X=|\phi_1(0)|^2\frac{1}{4\pi^2}\left(\frac{2M}{\hbar^2}\right)^{3/2}\Delta_X^{1/2},\quad \Delta_X=\hbar\omega-E_g+R-s\hbar\Omega. \tag{2}$$

For uncorrelated pairs,

$$J_0=\frac{1}{(4\pi^2)^2}\left(\frac{4m_em_h}{\hbar^4}\right)^{3/2}\frac{\pi}{8}\Delta^2,\quad \Delta=\hbar\omega-E_g-s\hbar\Omega. \tag{3}$$

Both vanish for negative argument. They require $Q$ to be nonzero and nearly constant. For (3) this concerns only the small momenta near the edges. For the prefactor of (2) it concerns all relative momenta in the exciton, out to several times the inverse exciton radius; the worked example estimates the error. Electron-hole exchange and level broadening are neglected.

## The two-step amplitude

Light couples through $(e/m_0)\mathbf A\cdot\mathbf p$. For $\mathbf A=A_0\hat{\mathbf e}\cos\omega t$, the part that absorbs a photon has amplitude $eA_0/2m_0$ times the interband momentum element along $\hat{\mathbf e}$, called $p_\Gamma$ or $p_X$. The phonon moves an electron within the conduction band with element $f_c\sqrt{n_s}$, or within the valence band with $f_v\sqrt{n_s}$. Second-order perturbation theory gives

$$T=\sum_m\frac{H_{fm}H_{mi}}{E_i-E_m}.$$

On the first path, light lifts an electron at $\Gamma$ and the phonon scatters it to X. The denominator is $\hbar\omega-(E_{c\Gamma}-E_{v\Gamma})$.

On the second path, light lifts a valence electron at X, and a valence electron from $\Gamma$ fills the hole left there. Exchanging the fermion operators three times, with the full valence band written $|F\rangle$, gives

$$\begin{aligned}
c^\dagger_{vX}c_{v\Gamma}c^\dagger_{cX}c_{vX}|F\rangle
&=-c^\dagger_{vX}c^\dagger_{cX}c_{v\Gamma}c_{vX}|F\rangle\\
&=+c^\dagger_{cX}c^\dagger_{vX}c_{v\Gamma}c_{vX}|F\rangle\\
&=-c^\dagger_{cX}c_{v\Gamma}|F\rangle .
\end{aligned}$$

The last line also uses $c^\dagger_{vX}c_{vX}|F\rangle=|F\rangle$. The first path produces the same final state with a plus sign. Energy conservation, $\hbar\omega=E_{cX}-E_{v\Gamma}+s\hbar\Omega$, turns the second denominator into

$$\hbar\omega-(E_{cX}-E_{vX})=-(E_{v\Gamma}-s\hbar\Omega-E_{vX}).$$

The two minus signs cancel. With $V$ the crystal volume,

$$Q=\sqrt V\left[\frac{p_\Gamma f_c}{E_{v\Gamma}+\hbar\omega-E_{c\Gamma}}+\frac{p_Xf_v}{E_{v\Gamma}-s\hbar\Omega-E_{vX}}\right]. \tag{4}$$

The displacement of one normalized phonon mode scales as $V^{-1/2}$, so $f_c$ and $f_v$ do too, and $Q$ is independent of $V$. Further intermediate bands add terms of the same kind.

The relative sign was tested on four electron levels coupled to quantized light and phonon modes. Half the minimum splitting of the avoided crossing is 98.94 µeV; the two-path formula gives 98.96 µeV.

## What the phonon does to momentum conservation

Measure the electron wavevector $\mathbf k_e$ from X and the hole wavevector $\mathbf k_h$ from $\Gamma$. The pair carries $\mathbf K=\mathbf k_e+\mathbf k_h$ in addition to the valley separation. Neglecting the photon momentum, a suitable phonon exists for every $\mathbf K$. Each free pair is therefore reached, with amplitude

$$\frac{eA_0}{2m_0}\sqrt{n_s}\,\frac{Q}{\sqrt V}.$$

Different $\mathbf K$ leave different phonon modes changed. These final states are orthogonal, so their rates add. Pairs with the same $\mathbf K$ share one phonon mode, and their amplitudes can interfere.

For a spin-independent interaction, two free spin configurations contribute equally, giving a factor of 2. The normalized singlet exciton has an amplitude larger by $\sqrt2$, which gives the same factor; the triplets have zero amplitude. Equivalent valleys multiply this by their number if $|Q|^2$ is averaged over them.

To separate the motion, write

$$\mathbf k_e=\mathbf k+\frac{m_e}{M}\mathbf K,\qquad \mathbf k_h=-\mathbf k+\frac{m_h}{M}\mathbf K.$$

The kinetic energy becomes

$$\begin{aligned}
\frac{\hbar^2k_e^2}{2m_e}+\frac{\hbar^2k_h^2}{2m_h}
={}&\frac{\hbar^2k^2}{2}\left(\frac1{m_e}+\frac1{m_h}\right)
+\frac{\hbar^2\mathbf k\cdot\mathbf K}{M}(1-1)\\
&+\frac{\hbar^2K^2}{2M^2}(m_e+m_h)
=\frac{\hbar^2k^2}{2\mu}+\frac{\hbar^2K^2}{2M}.
\end{aligned}$$

The attraction depends on the separation $\mathbf r$ alone. It mixes different $\mathbf k$ at fixed $\mathbf K$, so the relative wavefunction does not depend on $\mathbf K$.

## Exciton: one free momentum

An exciton is the superposition $\sum_{\mathbf k}\phi_n(\mathbf k)|\mathbf k_e,\mathbf k_h\rangle$, with

$$\phi_n(\mathbf r)=\frac{1}{\sqrt V}\sum_{\mathbf k}\phi_n(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

Its amplitude, apart from the common light and occupation factors, is

$$\frac{Q}{\sqrt V}\sum_{\mathbf k}\phi_n^*(\mathbf k)=Q\phi_n^*(0). \tag{5}$$

The pair amplitudes add coherently to the probability amplitude for finding electron and hole at the same point. This is independent of $\mathbf K$ and of $V$.

The transition rate per volume is, by the golden rule,

$$w=\frac{2\pi}{\hbar}\left(\frac{eA_0}{2m_0}\right)^2g|Q|^2n_sJ. \tag{6}$$

For the lowest exciton band,

$$J_X=|\phi_1(0)|^2\int\frac{d^3K}{(2\pi)^3}\,\delta\!\left(\Delta_X-\frac{\hbar^2K^2}{2M}\right).$$

Set $\epsilon=\hbar^2K^2/2M$. Then $K^2dK=\frac12(2M/\hbar^2)^{3/2}\sqrt\epsilon\,d\epsilon$, and the angular integral gives $4\pi$. The numerical factor is $4\pi/(2\cdot8\pi^3)=1/4\pi^2$, which proves (2). The square root is the density of states of an exciton moving as a whole in three dimensions.

To obtain (1), divide the absorbed power $\hbar\omega w$ by the intensity. The electric field has amplitude $\omega A_0$, so $I=\frac12n_r\varepsilon_0c\omega^2A_0^2$, and

$$\frac{\hbar\omega}{I}\frac{2\pi}{\hbar}\frac{e^2A_0^2}{4m_0^2}=\frac{\pi e^2}{n_r\varepsilon_0cm_0^2\omega}.$$

## Uncorrelated pairs: two free momenta

Without attraction, both wavevectors label final states:

$$J_0=\int\frac{d^3k_e}{(2\pi)^3}\frac{d^3k_h}{(2\pi)^3}\,
\delta\!\left(\Delta-\frac{\hbar^2k_e^2}{2m_e}-\frac{\hbar^2k_h^2}{2m_h}\right).$$

Each integral becomes an energy integral over a square-root density, as above. The delta function leaves $\int_0^\Delta\sqrt{\epsilon(\Delta-\epsilon)}\,d\epsilon$. With $\epsilon=\Delta\sin^2\theta$,

$$\int_0^\Delta\!\sqrt{\epsilon(\Delta-\epsilon)}\,d\epsilon
=2\Delta^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi\Delta^2}{8},$$

which proves (3). The excess energy can be shared between two particles, so the available phase space closes much faster at the onset. Direct counts of allowed momenta in a periodic box, for energy windows of 30 and 50 meV, agreed with the integrated densities in both cases within the 2% tolerance of the test.

## Hydrogenic excitons and the ratio

For a static relative permittivity $\varepsilon_r$, the relative equation is

$$\left[-\frac{\hbar^2}{2\mu}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon_rr}\right]\phi=E\phi.$$

Define $a=4\pi\varepsilon_0\varepsilon_r\hbar^2/(\mu e^2)$ and $R=\hbar^2/(2\mu a^2)$. The bound energies are $E_n=-R/n^2$.

The contact density of the s states follows from the radial function $u=r\sqrt{4\pi}\,\phi$. In units of $a$ and $R$ it obeys $u''=-(2/r+E)u$. Multiplying by $2u'$, integrating from zero to infinity, and integrating the Coulomb term by parts gives

$$u'(0)^2=2\left\langle\frac1{r^2}\right\rangle.$$

To find this average, add $l(l+1)/r^2$ to the radial Hamiltonian. At fixed node number $\nu$, $E=-1/(\nu+l+1)^2$. Differentiating with respect to $l$ gives $(2l+1)\langle1/r^2\rangle=2/n^3$. At $l=0$, $u'(0)^2=4/n^3$. Since $|\phi(0)|^2=u'(0)^2/4\pi$,

$$|\phi_n(0)|^2=\frac{1}{\pi n^3a^3}.$$

Now use $m_em_h=\mu M$ and $2\mu/\hbar^2=1/(Ra^2)$ in (3). At equal distance $D$ above the respective onsets,

$$\frac{J_0}{J_X}=\frac{\pi a^3}{4\pi^2R^{3/2}a^3}\frac{\pi}{8}D^{3/2}
=\frac1{32}\left(\frac DR\right)^{3/2}. \tag{7}$$

This explains the opening ratio. The laws would be equal at $D=32^{2/3}R\simeq10.1R$. That is a comparison of formulas: the 2s band opens at $\Delta_X=3R/4$, after which (2) no longer describes the whole exciton absorption.

## What replaces the quadratic law when pairs attract

Unbound pairs also feel the attraction. In the same reduced units, with $E=k^2$ and $\eta=1/k$, put $u=re^{ikr}F(z)$ and $z=-2ikr$. The radial equation becomes

$$zF''+(2-z)F'-(1-i\eta)F=0.$$

Its regular solution is the confluent hypergeometric function $F={}_1F_1(1-i\eta;2;z)$, for which $u'(0)=1$. For large $|z|$ this function approaches

$$F\simeq\frac{(-z)^{-(1-i\eta)}}{\Gamma(1+i\eta)}+\frac{e^{z}z^{-(1+i\eta)}}{\Gamma(1-i\eta)}.$$

Since $-z=2kr\,e^{i\pi/2}$ and $z=2kr\,e^{-i\pi/2}$, both powers have magnitude $e^{-\pi\eta/2}/2kr$. After multiplication by $re^{ikr}$ the two terms are complex-conjugate waves in $u$. Their sum has amplitude

$$A=\frac{e^{-\pi\eta/2}}{k|\Gamma(1+i\eta)|}.$$

A free wave with unit slope at the origin has amplitude $1/k$. Normalization in a large sphere is fixed by the distant amplitude; the logarithmic Coulomb phase changes the level spacing by a relative amount that vanishes with growing radius. The contact density is therefore enhanced by

$$S=\frac{1}{k^2A^2}=e^{\pi\eta}|\Gamma(1+i\eta)|^2=\frac{2\pi\eta}{1-e^{-2\pi\eta}}, \tag{8}$$

using $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$.

For every relative state, bound or unbound, the centre of mass contributes a square-root density. Adding all states gives, with $x=\Delta/R$ measured from the pair edge,

$$J=\frac{1}{4\pi^2}\left(\frac{2M}{\hbar^2}\right)^{3/2}\frac{\sqrt R}{4\pi^2a^3}\,G(x),$$

$$G(x)=4\pi\sum_n\frac{\sqrt{x+n^{-2}}}{n^3}+\int_0^x\!\sqrt E\,S(E)\sqrt{x-E}\,dE. \tag{9}$$

Terms with a negative radicand are omitted, and the integral is absent for $x<0$. Without attraction, the sum disappears and $S=1$, so $G=\pi x^2/8$. The factor $\sqrt E$ cancels the $1/\sqrt E$ in $S$, so the integrand is finite at $E=0$. For numerical work, put $E=t^2$:

$$\int_0^x\!\sqrt E\,S\sqrt{x-E}\,dE=\int_0^{\sqrt x}\frac{4\pi t\sqrt{x-t^2}}{1-e^{-2\pi/t}}\,dt.$$

Equation (9) was tested against sums over numerically diagonalized radial states at $x=1$, 2 and 3.9, with a tolerance of 1%.

Near the pair edge, $S\simeq2\pi/\sqrt E$, and the unbound part is

$$2\pi\int_0^x\sqrt{x-E}\,dE=\frac{4\pi}{3}x^{3/2}.$$

This part starts with exponent 3/2, but the total shows no such onset. Levels of high $n$ have weight $4\pi/n^3$ and spacing $dE=2\,dn/n^3$, that is $2\pi$ per unit energy, the same as $\sqrt E\,S$ just above the edge. The levels between $-\epsilon$ and 0 therefore contribute $\frac{4\pi}{3}[(x+\epsilon)^{3/2}-x^{3/2}]$, and their $-x^{3/2}$ term cancels the unbound part. What remains for small positive $x$ is $G=4\pi(\pi^4/90+\pi^2x/12+x^2/16+\dots)$, with nothing to mark the pair edge. At $x=0$ the bound sum is $4\pi\sum n^{-4}=4\pi\,\pi^4/90$, so the total does not start from zero there.

Far above the edge, $S=1+\pi\eta+\pi^2\eta^2/3+\dots$. The first correction integrates to $2\pi x^{3/2}/3$, and the second to

$$\frac{\pi^2}{3}\int_0^x\sqrt{\frac{x-E}{E}}\,dE=\frac{\pi^3x}{6}.$$

Dividing by the free result gives

$$\frac{G(x)}{\pi x^2/8}=1+\frac{16}{3\sqrt x}+\frac{4\pi^2}{3x}+\dots \tag{10}$$

The approach to the quadratic law is slow because the leading correction falls as $x^{-1/2}$.

## Worked example

The parameters are $E_g=1.2$ eV, $\hbar\Omega=50$ meV, $m_e=0.3m_0$, $m_h=0.5m_0$, $\varepsilon_r=12$, $n_r=3.5$ and $T=100$ K. They describe no particular material. They give $R=17.72$ meV and $a=3.387$ nm.

One path dominates, with $2p^2/m_0=20$ eV, $\sqrt V|f|=0.03$ eV nm$^{3/2}$ and denominator magnitude 2 eV, held constant for both phonon branches. Thus

$$\frac{|Q|^2}{m_0}=\frac{20}{2}\left(\frac{0.03}{2}\right)^2=2.25\times10^{-3}\ \text{eV nm}^3.$$

There are two spins and one valley, so $g=2$. For implementation in eV and nm, (1) can be written

$$\alpha_s=\frac{4\pi^2}{n_r}\,\frac{e^2}{4\pi\varepsilon_0}\,\frac{\hbar c}{\hbar\omega\,m_0c^2}\,g\frac{|Q|^2}{m_0}\,n_sJ.$$

This gives nm⁻¹; multiplying by $10^7$ gives cm⁻¹.

The phonon-emission onset of the exciton is $1.2000-0.0177+0.0500=1.2323$ eV. The pair onset is 1.2500 eV. The contact density is $1/[\pi(3.387)^3]=0.00819$ nm⁻³, and the centre-of-mass factor $(2M/\hbar^2)^{3/2}/4\pi^2$ is 2.437 eV$^{-3/2}$ nm⁻³. At $D=10$ meV,

$$J_X=0.00819\times2.437\times\sqrt{0.010}=2.00\times10^{-3}\ \text{eV}^{-1}\text{nm}^{-6}.$$

The free-pair value at the same distance is $2.65\times10^{-5}$ in the same unit. Their ratio is 75.5, as (7) requires. With $Q$ held constant, the absorption ratio is 76.5 because $\alpha$ contains $1/\omega$, and the pair onset lies at higher photon energy. Constant $Q$ is the weaker assumption. If the first path dominates, the $\hbar\omega$ in its denominator raises $|Q|^2$ at the pair onset by $[2/(2-0.0177)]^2=1.018$ and turns 76.5 into 75.2. Band dispersion in the denominator matters more, because the sum in (5) converges slowly. If the denominator grows as $1+k^2a^2/\kappa^2$, then $\phi_1(\mathbf k)\propto(1+k^2a^2)^{-2}$ gives an amplitude reduced by $\kappa^2/(1+\kappa)^2$. The valence dispersion alone gives $\kappa^2=2\ \text{eV}/(R\mu/m_h)\simeq301$, which lowers the 1s absorption by about 20% and the ratio to about 61. This estimate keeps the bands parabolic and ignores attraction in the intermediate state. The exponents are unaffected.

Raising $D$ from 2.5 to 10 meV multiplies the exciton absorption by 1.988 and the free-pair absorption by 15.905. The factors from the densities are 2 and 16; at constant $Q$, $1/\omega$ accounts for the small reductions. The $\hbar\omega$ in the first denominator of (4) would give corrections of similar size and opposite sign. All these distances are below the 2s opening at 13.29 meV.

At the pair onset for phonon emission, the emission branch with attraction contributes 0.652 cm⁻¹, of which the 1s band supplies 92.4%. Without attraction this branch gives zero there. A straight-line extrapolation of $\sqrt\alpha$ to zero therefore has no justification as a measurement of the pair edge in this correlated spectrum.

The enhancement persists at high energy. At $x=10$, or 177 meV above the pair edge, the correlated result is 4.8 times the free-pair one. At $x=100$ it is still 1.69 times as large, but this lies 1.77 eV above the edge, where constant masses and a constant $Q$ cannot be expected to hold. The quadratic law is then a limit of the model rather than a good description of its near-edge spectrum.

## Using the square-root law

The phonon-absorption branch begins $2\hbar\Omega=100$ meV below the emission branch, at 1.1323 eV. From the definition of $N$, $(N+1)/N=e^{\hbar\Omega/k_BT}=331$ here. At the emission onset the absorption branch already contributes 0.0114 cm⁻¹, about 5% of the new 1s absorption 2.5 meV higher. This background must be subtracted before an exponent is fitted. After subtraction, and to the extent that $Q$ is constant, $(\alpha\hbar\omega)^2$ is linear in photon energy over $0<\Delta_X<3R/4$, provided that broadening is small compared with both $\Delta_X$ and the remaining distance $3R/4-\Delta_X$ to the 2s onset.

A symmetry may make $Q$ vanish at the edge. If then $Q\propto K$ for the exciton, the integrand gains $K^2=2M\epsilon/\hbar^2$, and the onset becomes $\Delta_X^{3/2}$. For the 1s band the exponent 1/2 is thus a statement about an allowed two-step transition. A part of $Q$ linear in the relative momentum $\mathbf k$ couples instead to $\nabla\phi_n(0)$. This vanishes in the angular sum for s states but not for p states, and it does not depend on $\mathbf K$, so the 2p band can still open as a square root.

A linear phonon dispersion does less damage. Replace $\Omega$ by $\Omega+\mathbf v\cdot\mathbf K$ and complete the square:

$$\frac{\hbar^2K^2}{2M}+s\hbar\mathbf v\cdot\mathbf K
=\frac{\hbar^2}{2M}\left(\mathbf K+\frac{sM\mathbf v}{\hbar}\right)^2-\frac{Mv^2}{2}.$$

The onset moves down by $Mv^2/2$, while the shifted integral over $\mathbf K$ retains the same square root. The fitted threshold then includes this shift as well as the gap, the binding energy and the phonon energy. The remaining values for this example are in the numerical output below.

## Values computed for the example and the checks

```
gap 1.200 eV; phonon energy 50.0 meV
masses m_e 0.3, m_h 0.5, M 0.8000, mu 0.1875 (m0)
permittivity 12.0; index 3.5; temperature 100.0 K
2p^2/m0 20.0 eV; phonon coupling 0.03 eV nm^1.5
energy denominator 2.0 eV; spin-valley factor 2
exciton binding energy R 17.72 meV; radius a 3.387 nm
|phi_1(0)|^2 0.00819 nm^-3
centre-of-mass density factor 2.4372 eV^-1.5 nm^-3
phonon occupation N 0.00303; (N+1)/N 331.0
exciton onset, phonon emission 1.2323 eV
exciton onset, phonon absorption 1.1323 eV
pair onset, phonon emission 1.2500 eV
2s band opens 13.29 meV above the 1s onset
emission branch, each D above its own onset:
 D  2.5 meV: 1s 0.2289 cm^-1, free pairs 3.739e-04 cm^-1, ratio 612.3
 D  5.0 meV: 1s 0.3231 cm^-1, free pairs 1.493e-03 cm^-1, ratio 216.5
 D 10.0 meV: 1s 0.4551 cm^-1, free pairs 5.947e-03 cm^-1, ratio 76.5
J_X at 10 meV 1.9971e-03 eV^-1 nm^-6
J_0 at 10 meV 2.6467e-05 eV^-1 nm^-6
alpha(10 meV)/alpha(2.5 meV): 1s 1.988, free pairs 15.905
with attraction, alpha at the pair onset 0.6516 cm^-1
share of the 1s band there 92.39 percent
phonon-absorption background at 1s emission onset 0.0114 cm^-1
free-pair law equals 1s law at D 10.079 R = 178.6 meV
correlated / free-pair absorption at x = D/R above the pair edge:
 x       1: total 62.951, continuum only 10.669
 x      10: total 4.809, continuum only 3.542
 x     100: total 1.686, continuum only 1.647
 x   10000: total 1.055, continuum only 1.055
two-path amplitude: crossing 98.942 micro-eV, formula 98.957 micro-eV
```
